# Why charged trench walls deflect slow ions more than fast ones

A singly charged argon ion of 100 eV flies down a trench 50 nm wide, past a section 100 nm long where one wall is 4 V more positive than the other. Once clear of the field of that section, it has a sideways speed of 0.88 nm/ps. An ion of 400 eV, sent past the same walls, leaves with 0.44 nm/ps. Its sideways speed is smaller by a factor of two, yet its angle of deflection is smaller by a factor of four. A slow ion is steered more easily for two reasons: it gains more sideways speed, and it has less forward speed to carry it to the floor.

## The model

Let \(x\) run across the trench, from one wall at \(x=0\) to the other at \(x=w\), and let \(z\) run down from the mouth at \(z=0\) to the floor at \(z=H\). The trench is long in the third direction and nothing varies along it. The wall potentials are \(V_L(z)\) at \(x=0\) and \(V_R(z)\) at \(x=w\), and

\[
\Delta V=V_L-V_R .
\]

In the example \(w=50\) nm and \(H=300\) nm. The charged section runs from 100 to 200 nm below the mouth, so its length is \(L=100\) nm, and a distance \(D=100\) nm separates its lower end from the floor. There \(V_L=+2\) V and \(V_R=-2\) V, hence \(\Delta V=4\) V; all other surfaces are at zero potential.

The ion has charge \(q>0\), mass \(m\) and speed \(v\), and enters parallel to the walls with kinetic energy \(K=mv^2/2\). The walls are static and there are no collisions. The potential energies \(qV_L\) and \(qV_R\) are small against \(K\), so to leading order the force may be evaluated along the undeflected path, travelled at constant speed.

## Two factors of the speed

The sideways field is \(E_x=-\partial\phi/\partial x\). It points toward \(+x\) when \(V_L>V_R\), so a positive ion is pushed away from the more positive wall. With \(dt=dz/v\), the sideways momentum gained is

\[
p_x=q\int E_x\,dt=\frac{q}{v}\int E_x\,dz .
\]

The forward momentum is \(mv\). For a small angle, \(\theta\simeq p_x/(mv)\), so

\[
\theta=\frac{q}{mv^2}\int E_x\,dz=\frac{q}{2K}\int E_x\,dz ,
\]

because \(mv^2=2K\). This is the origin of the 2 in the denominator.

One factor \(1/v\) comes from the time spent in the field, the other from the forward momentum against which the sideways momentum is measured. At 100 eV the ion moves at 21.98 nm/ps and crosses the charged section in 4.55 ps. At 400 eV it moves at 43.96 nm/ps and needs 2.27 ps. Half the time gives half the sideways speed. Dividing by twice the forward speed supplies the second factor of two:

\[
\frac{0.8785}{21.98}=0.0400,\qquad \frac{0.4395}{43.96}=0.0100 .
\]

Mass has dropped out: at equal \(K\) and equal charge, a heavier ion is slower and stays longer, but has more forward momentum. If the ion acquired its energy by falling from rest through a voltage \(U\) without collisions, then \(K=qU\) and the charge cancels as well.

## What the walls contribute

Between two long plates the field would be \(\Delta V/w\) and its integral \(\Delta V\,L/w\). The charged section here is only twice as long as the trench is wide, and its field spreads beyond both ends. The integral nevertheless has a simple value. In the empty trench

\[
\frac{\partial^2\phi}{\partial x^2}+\frac{\partial^2\phi}{\partial z^2}=0 .
\]

Define \(\Phi(x)=\int_0^H\phi\,dz\) and integrate Laplace's equation over \(z\):

\[
\Phi''(x)=-\int_0^H\frac{\partial^2\phi}{\partial z^2}\,dz
=-\left[\frac{\partial\phi}{\partial z}\right]_{0}^{H}=0 ,
\]

provided that the axial field has died away at the mouth and at the floor. Then \(\Phi\) is a straight line between its wall values \(\int V_L\,dz\) and \(\int V_R\,dz\), and minus its slope is

\[
\int E_x\,dz=-\Phi'(x)=\frac1w\int\Delta V(z)\,dz .
\]

The right side does not contain \(x\). Ions entering at different positions meet different local fields but, to leading order, receive the same total push. For the uniform section the integral of \(\Delta V(z)\) is \(\Delta V\,L\), so

\[
\boxed{\;\theta=\frac{q\,\Delta V}{2K}\,\frac{L}{w}\;}
\]

The ratio \(q\Delta V/2K\) is therefore the angle itself only when the charged section is as long as the trench is wide. Otherwise it is multiplied by the aspect ratio of that section.

An uneven pair of walls puts the integral theorem to a harder test. With \(z\) in nm, take

\[
V_L=3\,e^{-[(z-140)/25]^2}\ \text{V},\qquad
V_R=-1.5\,e^{-[(z-170)/17]^2}\ \text{V}.
\]

Laplace's equation was solved numerically with the mouth and floor planes at zero potential. At \(x=10\), 25 and 40 nm the peak sideways fields are 0.091, 0.054 and 0.066 V/nm, but the integrals are 3.5636, 3.5626 and 3.5617 V. The theorem gives 3.5626 V. The slight trend reflects the small axial field left at the two end planes, where the bracket in \(\Phi''\) is not quite zero.

## From an angle to a struck wall

At 100 eV the example gives

\[
\theta=\frac{4\ \text{eV}}{2\times100\ \text{eV}}\times\frac{100\ \text{nm}}{50\ \text{nm}}=0.040\ \text{rad}=2.29^\circ .
\]

To find where the ion lands, add up its slope along the way. The slope at depth \(z\) is \((q/2K)\int_0^zE_x\,dz'\), so the displacement at the floor is

\[
\Delta x=\frac{q}{2K}\int_0^H\!dz\int_0^z\!E_x(z')\,dz'
=\frac{q}{2K}\int_0^H(H-z')\,E_x(z')\,dz' .
\]

The last form follows by exchanging the order of integration: a push at depth \(z'\) acts over the remaining distance \(H-z'\). The weighted potential \(M(x)=\int_0^H(H-z)\phi\,dz\) obeys

\[
M''=-\int_0^H(H-z)\frac{\partial^2\phi}{\partial z^2}dz
=-\left[(H-z)\frac{\partial\phi}{\partial z}\right]_0^H-\big[\phi\big]_0^H=0 ,
\]

if both the potential and the axial field vanish at the ends. So \(M\) is also linear in \(x\), and the weighted field integral is \((1/w)\int(H-z)\Delta V\,dz\). The centre of the uniform section lies a distance \(L/2+D\) above the floor, which gives

\[
\Delta x=\frac{q\,\Delta V\,L}{2Kw}\left(\frac L2+D\right)=\theta\left(\frac L2+D\right).
\]

At 100 eV this is \(0.040\times150=6.0\) nm. The table sets the formulas beside numerical solutions of Newton's equations in the full fringe field, for ions entering at the centre. The full-motion column lists the final slope \(v_x/v_z\); at 30 eV the angle itself, its arctangent, is 0.1326 rad.

| \(K\) (eV) | \(\theta\), formula | \(\theta\), full motion | \(\Delta x\), formula (nm) | \(\Delta x\), full motion (nm) |
|---|---|---|---|---|
| 30 | 0.1333 | 0.1334 | 20.00 | 20.04 |
| 100 | 0.0400 | 0.0400 | 6.00 | 6.00 |
| 300 | 0.0133 | 0.0133 | 2.00 | 2.00 |
| 1000 | 0.0040 | 0.0040 | 0.60 | 0.60 |

The agreement at 30 eV is better than a correction of relative order \(q\Delta V/K\) would suggest. Symmetry accounts for this. Reversing \(\Delta V\) with these opposite wall potentials mirrors the path of a central ion, so its angle is odd in \(\Delta V\). The first correction is then cubic in \(\Delta V\), of relative order \((q\Delta V/K)^2\).

Suppose ions enter uniformly across the width. To leading order, those that start within \(\Delta x\) of the wall at \(x=w\) would land beyond it and so must strike it. Their fraction is

\[
f=\frac{\Delta x}{w}=\frac{6.0}{50}=0.12 .
\]

The full motion gives 0.1185 for this wall, about 1% below the formula. The fringe field above the section also draws ions that enter within 0.06 nm of \(x=0\) into the positive wall, which brings the total to 0.1197. A central ion strikes the wall when \(\Delta x>w/2\). Setting the two equal gives the threshold energy

\[
\frac{q\Delta V L}{2K_cw}\left(\frac L2+D\right)=\frac w2
\quad\Longrightarrow\quad
K_c=\frac{q\Delta V\,L\,(L/2+D)}{w^2}=\frac{4\times100\times150}{50^2}=24\ \text{eV}.
\]

The full motion gives 24.07 eV. In this model, with fixed wall potentials and parallel entry, half or more of the ions are lost to the wall below about 24 eV, while at 100 eV about an eighth are lost.

## A potential shared by both walls

In the charged section, both walls may also carry a common potential \(\bar V\) relative to all other surfaces. By the integral theorem, equal walls give no deflection to leading order at any entry position. What remains is a weak lens effect. To isolate it, let the uncharged walls continue 300 nm beyond each end of the section, so that the axial field has died away. With both walls at 10 V, a 100 eV ion entering at \(w/4\) is turned toward the centre by 0.0021 rad, about 5% of the 0.040 rad found above. Doubling the energy from 400 to 800 eV reduces this angle by a factor of 4.07, close to the factor of four expected of a second-order effect. With a grounded mouth and floor only 100 nm from the section, the common potential leaves some axial field at those planes and a small first-order term survives: the angle at 100 eV is then 0.00225 rad and the ratio 3.2.

When \(\bar V\) and \(\Delta V\) are both present, they act together. Let \(X=x-w/2\) be the displacement of an ion that entered at the centre, \(E(z)\) the sideways field on the centre line, and \(\phi_s(z)\) the common part of the potential there. Primes now mean \(d/dz\). Two things change, each to first order in \(\bar V\).

First, the ion is slowed. Energy conservation gives \(mv_z^2/2=K-q\phi_s\), hence

\[
\frac1{v_z}\simeq\frac1v\left(1+\frac{q\phi_s}{2K}\right).
\]

Second, the common potential is curved across the trench. It is even in \(X\), and Laplace's equation fixes its curvature as \(-\phi_s''\), so near the centre it equals \(\phi_s-\tfrac12X^2\phi_s''\). The corresponding sideways force is \(+qX\phi_s''\). Collecting terms,

\[
p_x=\frac qv\left[\int E\,dz+\frac{q}{2K}\int E\phi_s\,dz+\int X\phi_s''\,dz\right].
\]

In the last integral the leading-order path suffices, and it obeys \(X''=qE/2K\). Two integrations by parts, with \(\phi_s\) and \(\phi_s'\) zero at both ends, give

\[
\int X\phi_s''\,dz=\int X''\phi_s\,dz=\frac{q}{2K}\int E\phi_s\,dz .
\]

The fringe force on the displaced ion thus contributes as much as the slowing. The ion regains its forward speed on leaving, so the angle is

\[
\theta=\theta_0\left(1+\eta\,\frac{q\bar V}{K}\right),\qquad
\eta=\frac{\int E\phi_s\,dz}{\bar V\int E\,dz},
\]

where \(\theta_0\) is the angle without \(\bar V\). In a long section \(\phi_s=\bar V\) over most of the field, so \(\eta\to1\), and to this order the correction amounts to replacing \(K\) by the kinetic energy inside, \(K-q\bar V\). The present section is short and has \(\eta=0.78\). For \(\bar V=10\) V and \(K=100\) eV the formula gives a factor \(1+0.78\times0.10=1.078\); the full motion gives 1.081 in the extended trench and 1.080 with the grounded mouth and floor. A positive common potential therefore makes a central ion easier to deflect, but by itself it does not deflect such an ion.

## When the charge reaches the floor

The integral theorem fails if the charged section runs down to a conducting, grounded floor, because the axial field does not vanish there. Let \(s\) be the height above the floor. Far above it, the potential between walls at \(\pm\Delta V/2\) is

\[
\Delta V\left(\frac12-\frac xw\right)=\frac{\Delta V}{\pi}\sum_{n=1}^{\infty}\frac{\sin(2\pi nx/w)}{n}.
\]

To make the potential zero at \(s=0\), subtract each term multiplied by \(e^{-2\pi ns/w}\), which satisfies Laplace's equation and vanishes on both walls. Differentiating,

\[
E_x=\frac{\Delta V}{w}\left[1+2\sum_{n=1}^{\infty}\cos\!\left(\frac{2\pi nx}{w}\right)e^{-2\pi ns/w}\right].
\]

On the centre line the cosine is \((-1)^n\). Integrating the sum over \(s\) from zero to infinity gives

\[
\frac{2\Delta V}{w}\sum_{n=1}^{\infty}(-1)^n\frac{w}{2\pi n}=-\frac{\Delta V\ln2}{\pi},
\]

since \(\sum(-1)^n/n=-\ln2\). The floor therefore shortens the effective section from \(L\) to \(L-w\ln2/\pi\) for a central ion. With \(w=50\) nm the loss is 11.03 nm, and a section of 100 nm acts as one of 88.97 nm. The numerical solution of Laplace's equation also gives 88.97 nm. The cosine shows that the change depends on \(x\), so the push is no longer the same for all entry positions. Summed at general \(x\), the effective length is \(L-(w/\pi)\ln[2\sin(\pi x/w)]\); within \(w/6\) of either wall the loss turns into a gain.

## Deflection against angular spread

Real ions do not enter perfectly parallel. If their transverse temperature before the sheath is \(T\), expressed as an energy, one transverse velocity component has root-mean-square value \(\sqrt{T/m}\). Dividing by \(v=\sqrt{2K/m}\) gives the angular spread

\[
\sigma=\sqrt{\frac{T}{2K}} .
\]

This contains one factor \(1/v\), whereas the deflection contains two. For a rough \(T=0.05\) eV the spread is 0.016 rad at 100 eV, well below the deflection of 0.040 rad. At 1000 eV it is 0.005 rad, above the deflection of 0.004 rad. Equating \(\theta\) and \(\sigma\) and squaring,

\[
\left(\frac{q\Delta V\,L}{2Kw}\right)^2=\frac{T}{2K}
\quad\Longrightarrow\quad
K=\frac{(q\Delta V\,L/w)^2}{2T}=\frac{8^2}{2\times0.05}=640\ \text{eV}.
\]

Above this energy the charged walls still shift the mean direction, but by less than the random spread. Raising the energy further narrows the beam only as \(K^{-1/2}\).

This comparison is between angles. For the landing position, the spread acts over the whole depth \(H\), but the deflection only over \(L/2+D\). The two displacements at the floor are therefore equal at a lower energy, \(640\times(150/300)^2=160\) eV.

## The model beside a real etch

The dimensions and energies are round values in the rough range of plasma etching of low-k interconnect dielectrics; a depth of six widths is on the deep side. The 4 V difference is an assumed input, not a measurement. It corresponds to 0.8 MV/cm across the empty trench. The same voltage across an equal thickness of dielectric would give the same mean field, below the few MV/cm that is a rough breakdown scale for such materials. The abrupt ends of the model's charged section have higher local fields. Gas collisions matter little: at 20 mTorr and 300 K, with a rough cross-section of \(10^{-18}\) m², the mean free path is 1.55 mm. The transit takes 13.65 ps, about \(2\times10^{-4}\) of a period at 13.56 MHz, so the walls are effectively static during one flight.

Two assumptions are weaker. A dielectric wall attracts the ion through its image charge. For a relative permittivity of 2.8, and treating one wall as a half-space, this force is 9% of \(q\Delta V/w\) at 5 nm from the wall and equals it at 1.5 nm. It also acts along the whole depth, not only beside the charged section. Write the force as \(A/d^2\) at distance \(d\), with \(A=0.17\) eV nm. An ion that starts parallel to the wall then reaches it after travelling \((\pi/2)\,d^{3/2}\sqrt{K/A}\) down the trench. At 100 eV this equals the depth of 300 nm for \(d\approx4\) nm, so even uncharged walls would capture ions that enter closer than that. The fraction 0.12 found above therefore underestimates the loss between dielectric walls. The wall charge is also grainy. The vacuum-side density \(\varepsilon_0\Delta V/w\) is 0.071 µC/cm², or about 22 elementary charges on an area of 100 by 50 nm². If these arrived independently, their number would vary by about \(\sqrt{22}\approx5\), roughly a fifth. The deflection of a central ion varies less, because the ion feels both walls and more of each than this one patch. Adding the pushes of charges scattered independently over both walls, for a straight path reaching far beyond the section and neglecting the polarization of the dielectric, gives a relative variation of \(1/\sqrt{2\pi\times22}\approx0.085\). This is comparable to the 8% change from a 10 V common potential at 100 eV. Ions nearer a wall feel the graininess more strongly.

The law \(\theta\propto1/K\) compares ions passing the same walls. Changing the ion energy in a reactor may also change where charge lands, and with it \(\Delta V\) and \(L\). A higher energy reduces the deflection in the stated proportion if those two stay fixed. The numerical output gives the remaining digits of the example.

## Numbers as computed

```
trench width 50 nm, depth 300 nm
charged section 100 to 200 nm, L = 100 nm
section end to floor D = 100 nm
wall potential difference 4.0 V
ion mass 39.948 u, charge +1
K (eV): angle formula, flight (rad); offset formula, flight (nm)
30: 0.13333, 0.13343; 20.000, 20.041
100: 0.04000, 0.04000; 6.000, 6.001
300: 0.01333, 0.01333; 2.000, 2.000
1000: 0.00400, 0.00400; 0.600, 0.600
angle at 100 eV = 2.29 degrees
exponent of K from flights, 300-1000 eV: -1.0000
speed at 100 eV 21.98, 400 eV 43.96 nm/ps
time in section at 100 eV 4.55 ps
time in section at 400 eV 2.27 ps
sideways speed at 100 eV 0.8785 nm/ps
sideways speed at 400 eV 0.4395 nm/ps
ratios 100/400 eV: sideways speed 1.999, angle 4.000
L = w, 400 eV: flight angle 0.00500 rad
uneven walls, integral of sideways field at x = 10, 25, 40 nm:
  3.5636, 3.5626, 3.5617 V; theorem 3.5626 V
  peak sideways field there: 0.0913, 0.0537, 0.0661 V/nm
wall-hit fraction at 100 eV: formula 0.1200, flight 0.1185
central ion hits wall below: formula 24.00 eV, flight 24.07 eV
grounded floor at section end: effective L 88.97 nm
  predicted 88.97 nm, lost 11.03 nm
common wall potential 10 V, overlap 0.7800
  fringe effect / slowing effect: 1.0000
  100 eV: angle grows by factor 1.0814, formula 1.0780
  1000 eV: relative excess 0.00783, formula 0.00780
  equal walls, 100 eV, entry at w/4: lens angle 0.002089 rad
  lens angle ratio 400/800 eV: 4.067
transverse ion temperature 0.05 eV (rough)
thermal spread at 100 eV 0.01581 rad
thermal spread at 1000 eV 0.00500 rad
spread equals deflection at: formula 640.0 eV, flight 640.0 eV
relative permittivity 2.8 (rough)
image force / wall-field force, 5 nm from wall: 0.0853
the two forces are equal 1.46 nm from the wall
pressure 20 mTorr, gas 300 K, cross-section 1e-18 m2
mean free path 1.55 mm
depth / mean free path 1.9e-04
field across trench 0.80 MV/cm
vacuum-side wall charge 0.0708 uC/cm2
elementary charges on 100 x 50 nm2 of wall: 22.1
transit of trench at 100 eV 13.65 ps
transit / period at 13.56 MHz: 1.9e-04
```
